# Bogoliubov-de Gennes equations: mean-field derivation, energy pairing, density and pair potential

A self-consistent calculation of an inhomogeneous singlet superconductor with a spin-independent one-body operator on $M$ grid points diagonalizes a matrix of size $2M$ and gets $2M$ eigenvectors. Before the density and the pair potential can be updated, one must decide which eigenvectors enter the sums, and with which weights and signs. Summing the formulas below over all $2M$ vectors doubles both quantities. The decision rests on a pairing of solutions at $E$ and $-E$, and that pairing has conditions of its own.

## Setting and theorem

The algebra uses atomic units. Let $\psi_\sigma(\mathbf r)$ annihilate an electron of spin $\sigma$, with $\{\psi_\sigma(\mathbf r),\psi^\dagger_{\sigma'}(\mathbf r')\}=\delta_{\sigma\sigma'}\delta(\mathbf r-\mathbf r')$ and all other anticommutators zero. The Hamiltonian is

$$H=\sum_\sigma\int\psi_\sigma^\dagger h\,\psi_\sigma-g\int\psi_\uparrow^\dagger\psi_\downarrow^\dagger\psi_\downarrow\psi_\uparrow ,\qquad g>0 .$$

The one-body operator $h$ is Hermitian, is the same for both spins, and includes $-\mu$, so energies are measured from the chemical potential. It may be complex, as in a magnetic field that acts on the orbital motion. Space is a grid of $M$ points, so all sums and traces are finite; integrals stand for grid sums times the cell volume.

**Theorem.** In mean-field theory with singlet pairing, let $n$ be the density of both spins together and define

$$W=-\tfrac12 g\,n,\qquad \Delta=g\langle\psi_\uparrow\psi_\downarrow\rangle,\qquad H_0=h+W .$$

(a) The excitations follow from the Bogoliubov-de Gennes equations

$$H_0u+\Delta v=Eu,\qquad \Delta^*u-H_0^*v=Ev. \tag{1}$$

(b) If $(u,v)$ solves (1) with energy $E$, then $(-v^*,u^*)$ solves it with $-E$ and is orthogonal to $(u,v)$.

(c) Take one member of each pair, with $E_m\ge0$, normalized to $\int(|u_m|^2+|v_m|^2)=1$ and orthogonal to the other members and to their partners (a condition that must be imposed within degenerate levels), and let $f_m=1/(e^{E_m/kT}+1)$. Then

$$n=2\sum_m\left[|u_m|^2f_m+|v_m|^2(1-f_m)\right],\qquad \Delta=g\sum_m u_mv_m^*(1-2f_m). \tag{2}$$

(d) With these fields, the free energy of the full $H$, evaluated in the thermal state of the mean-field Hamiltonian, is stationary with respect to changes of the local fields $W$ and $\Delta$ that define that state.

## The decoupling

Write $F=\langle\psi_\downarrow\psi_\uparrow\rangle$. Since $\psi_\uparrow$ and $\psi_\downarrow$ anticommute, $\Delta=-gF$. Put $\psi_\downarrow\psi_\uparrow=F+\delta A$, where $\delta A$ is the fluctuation, and drop $\delta A^\dagger\delta A$:

$$\psi_\uparrow^\dagger\psi_\downarrow^\dagger\psi_\downarrow\psi_\uparrow\to F\,\psi_\uparrow^\dagger\psi_\downarrow^\dagger+F^*\psi_\downarrow\psi_\uparrow-|F|^2 .$$

The same product can be read as a product of densities. Moving $\psi_\uparrow$ to the left past two operators gives two minus signs, so it equals $\hat n_\uparrow\hat n_\downarrow$ with $\hat n_\sigma=\psi_\sigma^\dagger\psi_\sigma$. With $\langle\hat n_\sigma\rangle=n/2$, dropping the product of density fluctuations gives

$$\hat n_\uparrow\hat n_\downarrow\to\tfrac12n(\hat n_\uparrow+\hat n_\downarrow)-\tfrac14n^2 .$$

Mean-field theory keeps both contributions. That adding them is right, and not a double count, is shown by Lemma 3. Multiplying by $-g$ and using $-gF=\Delta$ and $g|F|^2=|\Delta|^2/g$,

$$H_{\rm MF}=\sum_\sigma\int\psi_\sigma^\dagger H_0\psi_\sigma+\int\left(\Delta\psi_\uparrow^\dagger\psi_\downarrow^\dagger+\Delta^*\psi_\downarrow\psi_\uparrow\right)+C,\qquad C=\int\left(\frac{|\Delta|^2}{g}+\frac{g n^2}{4}\right).$$

## Proof of (a)

For fermion operators, $[A,BC]=\{A,B\}C-B\{A,C\}$. Applied to each term of $H_{\rm MF}$ this gives

$$[\psi_\uparrow,H_{\rm MF}]=H_0\psi_\uparrow+\Delta\psi_\downarrow^\dagger,\qquad[\psi_\downarrow,H_{\rm MF}]=H_0\psi_\downarrow-\Delta\psi_\uparrow^\dagger .$$

The minus sign arises because $\psi_\downarrow$ meets its partner in the second place of $\psi_\uparrow^\dagger\psi_\downarrow^\dagger$. The adjoint of the second relation has $[\psi_\downarrow,H_{\rm MF}]^\dagger=-[\psi_\downarrow^\dagger,H_{\rm MF}]$ on its left side, hence

$$[\psi_\downarrow^\dagger,H_{\rm MF}]=\Delta^*\psi_\uparrow-H_0^*\psi_\downarrow^\dagger .$$

So $\psi_\uparrow$ and $\psi_\downarrow^\dagger$ form a closed set:

$$[\Psi,H_{\rm MF}]=\mathcal H\Psi,\qquad\Psi=\begin{pmatrix}\psi_\uparrow\\ \psi_\downarrow^\dagger\end{pmatrix},\qquad\mathcal H=\begin{pmatrix}H_0&\Delta\\ \Delta^*&-H_0^*\end{pmatrix}.$$

For a two-component function $w=(u,v)$ define $\gamma_w=\int w^\dagger\Psi=\int(u^*\psi_\uparrow+v^*\psi_\downarrow^\dagger)$. It removes an energy $E$ when $[\gamma_w,H_{\rm MF}]=E\gamma_w$, that is, when $w^\dagger\mathcal H=Ew^\dagger$. Because $\mathcal H$ is Hermitian, this is $\mathcal Hw=Ew$ with real $E$, which is (1). $\square$

An excitation thus mixes adding an electron of one spin with removing one of the other. The conjugate on $H_0^*$ comes from the adjoint; for real $h$ it changes nothing, but for complex $h$ and $\Delta\neq0$ dropping it can change the energies and the density.

## Proof of (b)

**Lemma 1.** Let $\mathcal T(u,v)=(-v^*,u^*)$. If $\mathcal Hw=Ew$, then $\mathcal H\mathcal Tw=-E\,\mathcal Tw$. Moreover $w$ and $\mathcal Tw$ are orthogonal, and zero-energy solutions can be grouped into such pairs.

*Proof.* The conjugate of the second equation in (1) is $\Delta u^*-H_0v^*=Ev^*$. Written as

$$H_0(-v^*)+\Delta u^*=-E(-v^*),$$

it is the first equation for $(-v^*,u^*)$ at energy $-E$. The conjugate of the first equation is $H_0^*u^*+\Delta^*v^*=Eu^*$. Changing its sign gives

$$\Delta^*(-v^*)-H_0^*u^*=-Eu^*,$$

which is the second equation for the same pair. The overlap of $w$ with $\mathcal Tw$ has the integrand $u^*(-v^*)+v^*u^*=0$, so it vanishes at every point, also when $E=0$.

For zero modes, note that $\mathcal T^2=-1$ and $\langle\mathcal Ta,\mathcal Tb\rangle=\langle a,b\rangle^*$. Choose a zero mode $a$ and set $a,\mathcal Ta$ aside. If a zero mode $b$ is orthogonal to both, so is $\mathcal Tb$: first, $\langle\mathcal Ta,\mathcal Tb\rangle=\langle a,b\rangle^*=0$; second, $\langle a,\mathcal Tb\rangle^*=\langle\mathcal Ta,\mathcal T^2b\rangle=-\langle\mathcal Ta,b\rangle=0$. Repeating the choice uses up the zero modes two at a time. $\square$

The $2M$ eigenvectors therefore split into $M$ orthonormal representatives $w_m$ with $E_m\ge0$ and their $M$ partners. If an eigenvalue routine returns more than two zero modes, its arbitrary basis must first be arranged into such pairs. With exactly two, any orthonormal basis is already a pair up to a phase, because $\mathcal Ta$ spans the direction orthogonal to $a$.

**Where the pairing fails.** The proof used the same $H_0$ in both rows. With a uniform Zeeman energy $b$, spin up has $H_0+b$ and spin down $H_0-b$. The second row then contains $-(H_0-b)^*=-H_0^*+b$, so $\mathcal H$ is shifted by $b$ times the unit matrix. The energies become $E_m+b$ and $-E_m+b$, whose sum is $2b$ instead of zero.

A pairing survives if all four operators are kept. Let $\mathbf h$ be the general one-body matrix in space and spin, mean fields included, let $\mathbf u,\mathbf v$ have two spin components each, and let $D$ have the entries $D_{\uparrow\downarrow}=\Delta$, $D_{\downarrow\uparrow}=-\Delta$. The commutators now give

$$\mathbf h\mathbf u+D\mathbf v=E\mathbf u,\qquad-D^*\mathbf u-\mathbf h^*\mathbf v=E\mathbf v .$$

Conjugating the second equation gives $\mathbf h\mathbf v^*+D\mathbf u^*=-E\mathbf v^*$; conjugating the first and changing its sign gives $-D^*\mathbf v^*-\mathbf h^*\mathbf u^*=-E\mathbf u^*$. So $(\mathbf v^*,\mathbf u^*)$ is a solution at $-E$ for any Hermitian $\mathbf h$. Its operator $\int(\mathbf v^{T}\psi+\mathbf u^{T}\psi^\dagger)$ is the adjoint of the operator of the first solution, so for $E\neq0$ the two describe one excitation, counted twice. At $E=0$ a solution can be its own partner: this map squares to $+1$ and conjugates coefficients, so the sum of a zero mode and its partner is mapped onto itself, and so is $i$ times their difference. At least one of these two combinations is nonzero. In the two-component form, the partner instead belongs to a second excitation of opposite spin, as follows.

## Proof of (c)

**Lemma 2.** Define $\gamma_{m\uparrow}=\int w_m^\dagger\Psi$ and $\gamma_{m\downarrow}^\dagger=\int(\mathcal Tw_m)^\dagger\Psi$. These are independent fermion operators, and

$$\psi_\uparrow=\sum_m(u_m\gamma_{m\uparrow}-v_m^*\gamma_{m\downarrow}^\dagger),\qquad\psi_\downarrow=\sum_m(u_m\gamma_{m\downarrow}+v_m^*\gamma_{m\uparrow}^\dagger), \tag{3}$$

$$H_{\rm MF}=\sum_mE_m\left(\gamma_{m\uparrow}^\dagger\gamma_{m\uparrow}+\gamma_{m\downarrow}^\dagger\gamma_{m\downarrow}\right)+\operatorname{Tr}H_0-\sum_mE_m+C. \tag{4}$$

*Proof.* The components of $\Psi$ anticommute among themselves, and each has a delta function as anticommutator with its own adjoint. Hence $\{\gamma_w,\gamma_{w'}\}=0$ and $\{\gamma_w,\gamma_{w'}^\dagger\}=\langle w,w'\rangle$. Orthonormality of all $w_m$ and $\mathcal Tw_m$ then gives the fermion relations. Completeness of the same set gives $\Psi=\sum_m(w_m\gamma_{m\uparrow}+\mathcal Tw_m\gamma_{m\downarrow}^\dagger)$. Its first component is the first part of (3). Its second is $\psi_\downarrow^\dagger=\sum_m(v_m\gamma_{m\uparrow}+u_m^*\gamma_{m\downarrow}^\dagger)$, whose adjoint is the second part.

For (4), reorder the spin-down term. With grid operators $c_i$ and matrix elements $H_{ij}$ of $H_0$,

$$\sum_{ij}c_i^\dagger H_{ij}c_j=\sum_iH_{ii}-\sum_{ij}c_jH_{ij}c_i^\dagger,$$

and $H_{ij}=(H_0^*)_{ji}$ because $H_0$ is Hermitian. Thus $H_{\rm MF}=\int\Psi^\dagger\mathcal H\Psi+\operatorname{Tr}H_0+C$. Inserting the expansion of $\Psi$ gives $\sum_mE_m(\gamma_{m\uparrow}^\dagger\gamma_{m\uparrow}-\gamma_{m\downarrow}\gamma_{m\downarrow}^\dagger)$, and $-\gamma\gamma^\dagger=\gamma^\dagger\gamma-1$ completes the proof. $\square$

By (4) the thermal state is a product over independent modes, so $\langle\gamma^\dagger\gamma\rangle=f_m$, $\langle\gamma\gamma^\dagger\rangle=1-f_m$, and averages of all other pairs vanish. From (3),

$$\langle\psi_\uparrow^\dagger\psi_\uparrow\rangle=\sum_m\langle(u_m^*\gamma_{m\uparrow}^\dagger-v_m\gamma_{m\downarrow})(u_m\gamma_{m\uparrow}-v_m^*\gamma_{m\downarrow}^\dagger)\rangle=\sum_m\left[|u_m|^2f_m+|v_m|^2(1-f_m)\right].$$

Spin down gives the same, because the sign of $v_m$ enters twice; the sum of both is $n$ in (2). In $\langle\psi_\uparrow^\dagger\psi_\downarrow\rangle$ no operator meets its own adjoint, so it vanishes. For the pair average,

$$\langle\psi_\uparrow\psi_\downarrow\rangle=\sum_m\left[u_mv_m^*\langle\gamma_{m\uparrow}\gamma_{m\uparrow}^\dagger\rangle-v_m^*u_m\langle\gamma_{m\downarrow}^\dagger\gamma_{m\downarrow}\rangle\right]=\sum_mu_mv_m^*(1-2f_m).$$

Multiplication by $g$ gives $\Delta$. $\square$

**Counting.** Replace a solution by its partner. Then $|u|^2$ and $|v|^2$ trade places, $f$ becomes $1-f$, and both $uv^*$ and $1-2f$ change sign. Every term of (2) keeps its value, so a sum over both signs of $E$ gives twice the right answer. If all $2M$ vectors are to be used, the density is $n=2\sum_{\rm all}|u|^2f(E)$: the partner supplies $|v_m|^2(1-f_m)$, the term that is then left out.

## Proof of (d)

**Lemma 3.** In the thermal state of $H_{\rm MF}$, any four operators $A,B,X,Y$ linear in the fields obey

$$\langle ABXY\rangle=\langle AB\rangle\langle XY\rangle-\langle AX\rangle\langle BY\rangle+\langle AY\rangle\langle BX\rangle .$$

*Proof.* Both sides are linear in $A$, so take $A=\alpha$, one of the $\gamma$ or $\gamma^\dagger$, with $[\alpha,H_{\rm MF}]=\varepsilon\alpha$. Then $\alpha H_{\rm MF}=(H_{\rm MF}+\varepsilon)\alpha$, and the density matrix $\rho$ satisfies $\alpha\rho=q\rho\alpha$ with $q=e^{-\varepsilon/kT}$. Anticommutators of linear operators are numbers. Moving $\alpha$ to the right,

$$\langle\alpha BXY\rangle=\{\alpha,B\}\langle XY\rangle-\{\alpha,X\}\langle BY\rangle+\{\alpha,Y\}\langle BX\rangle-\langle BXY\alpha\rangle .$$

Cyclicity of the trace gives $\langle BXY\alpha\rangle=\operatorname{Tr}(\alpha\rho BXY)=q\langle\alpha BXY\rangle$. The same argument for two operators gives $(1+q)\langle\alpha B\rangle=\{\alpha,B\}$. Dividing the four-operator relation by $1+q$ proves the lemma. $\square$

With $\langle\psi_\uparrow^\dagger\psi_\downarrow\rangle=0$ it follows that

$$\langle\psi_\uparrow^\dagger\psi_\downarrow^\dagger\psi_\downarrow\psi_\uparrow\rangle=|F|^2+\tfrac14n^2 .$$

Both contributions appear once, as the decoupling assumed.

Now let $\rho$ be the thermal state, at $T>0$, of a trial Hamiltonian $K$ with arbitrary fields $W_t$ and $\Delta_t$, and consider $\Phi=\operatorname{Tr}(\rho H)+kT\operatorname{Tr}(\rho\ln\rho)$. Since $kT\ln\rho=-K+\text{const}$ and $\operatorname{Tr}\delta\rho=0$, the entropy term changes by $kT\operatorname{Tr}[\delta\rho(\ln\rho+1)]=-\operatorname{Tr}(\delta\rho K)$. The terms with $h$ cancel between $H$ and $K$. What remains is

$$\delta\Phi=-\int\left[\left(W_t+\tfrac12gn\right)\delta n+(\Delta_t+gF)\,\delta F^*+(\Delta_t+gF)^*\delta F\right].$$

It vanishes for $W_t=-gn/2$ and $\Delta_t=-gF$, the fields of the theorem. $\square$

Stationary does not mean lowest. With $\Delta=0$, $H_{\rm MF}$ conserves particle number, so $F=0$ and the normal state is self-consistent too; an iteration started at $\Delta=0$ stays there. Nor is mean field exact. In a three-site test with strong attraction, the grand potential is $-1.568$ in mean field and $-1.995$ from the full Hamiltonian, in units of the hopping.

## The uniform limit

On a ring of length $L$ with real, translation-invariant $h$, set $(u,v)=(U,V)e^{ikx}/\sqrt L$. If $H_0$ has eigenvalue $\xi$, then (1) becomes $\xi U+\Delta V=EU$ and $\Delta^*U-\xi V=EV$, so $E=\sqrt{\xi^2+|\Delta|^2}$. The first equation gives $V=(E-\xi)U/\Delta$. With $|\Delta|^2=(E-\xi)(E+\xi)$ and $|U|^2+|V|^2=1$,

$$|U|^2=\frac12\left(1+\frac\xi E\right),\qquad|V|^2=\frac12\left(1-\frac\xi E\right),\qquad UV^*=\frac{\Delta}{2E}. \tag{5}$$

For $\Delta\to0$ the excitation is an electron when $\xi>0$ and a hole when $\xi<0$. Since $1-2f=\tanh(E/2kT)$, the second part of (2) becomes, for $\Delta\neq0$,

$$1=\frac gL\sum_k\frac{\tanh(E/2kT)}{2E}.$$

The right side has the sign of $g$, so only attraction allows a solution, which confirms the sign in (2). In three dimensions the corresponding sum grows without limit as short wavelengths are added, because $E$ grows as $k^2$ and the number of states in a shell also grows as $k^2$. In three dimensions a contact coupling therefore has a meaning only together with its grid or cutoff. In one dimension the terms fall as $1/k^2$ and the sum converges.

## A ring with a barrier

The example uses round model parameters: a one-dimensional ring of 120 Å, grid spacing $a=1$ Å, the free-electron mass, $g=4$ eV Å, $\mu=0.5$ eV and $kT=0.01$ eV. The kinetic energy is a nearest-neighbour difference with hopping $t=1/(2ma^2)$ in atomic units, or 3.810 eV, so the band energy is $2t(1-\cos ka)$. The grid is part of the model: halving the spacing to 0.5 Å lowers the uniform $\Delta$ found below from 0.3412 to 0.3295 eV (about 0.326 eV for very fine grids) and raises the ratio of $\Delta$ at the barrier to $\Delta$ far away from 55% to 59%. Fluctuations of $\Delta$ are left out, so the numbers illustrate the equations and do not predict the behaviour of a real wire.

Without a barrier, iteration of (1) and (2) gives $n=0.3592$ Å$^{-1}$ and $\Delta=0.3412$ eV, or 0.1901 per bohr and 0.01254 hartree. The separate momentum-space equations give the same values. The Hartree field is $W=-\frac12(4)(0.3592)=-0.718$ eV. The lowest excitation has $k=0.576$ Å$^{-1}$ and band energy 1.2293 eV, so

$$\xi=1.2293-0.5000-0.7185=0.0108\ \text{eV},\qquad E=\sqrt{0.0108^2+0.3412^2}=0.3414\ \text{eV}.$$

From (5), $|U|^2=\frac12(1+0.0108/0.3414)=0.516$, $|V|^2=0.484$ and $UV^*=0.3412/(2\times0.3414)=0.500$: the mode is almost an equal mixture. Since $E/kT\approx34$, its thermal occupation is negligible. It contributes $g\,UV^*/L=4\times0.500/120=0.0167$ eV to $\Delta$. The mode at $-k$ contributes as much, so these two supply about a tenth of the pair potential.

Now add a Gaussian barrier $V_0e^{-x^2/2s^2}$ of height $V_0=1$ eV and width parameter $s=2$ Å. The self-consistent fields are

| Distance (Å) | $n$ (Å$^{-1}$) | $\Delta$ (eV) |
|---:|---:|---:|
| 0 | 0.045 | 0.188 |
| 2 | 0.116 | 0.298 |
| 4 | 0.331 | 0.411 |
| 6 | 0.387 | 0.315 |
| 10 | 0.370 | 0.358 |
| 60 | 0.359 | 0.341 |

At the centre the density is 13% of its value far away, but the pair potential is still 55%. Equation (2) does not force the two ratios to agree: at low temperature $n=2\sum_m|v_m|^2$, while $\Delta=g\sum_mu_mv_m^*$ depends on $u$ as well. A common reduction of all $v_m$ alone would leave $\sqrt{0.13}\approx36\%$ of $\Delta$, so it does not account for the whole ratio. The pair potential also does not recover steadily. It overshoots at 4 Å, lies below its far value at 6 Å and above it again at 10 Å, and agrees with the uniform value to three digits at 60 Å. The cause of this oscillation is not examined here.

On this ring of 120 Å the lowest excitation lies at 0.348 eV, close to the 0.341 eV of the uniform ring, although $\Delta$ falls to 0.188 eV at the barrier. The local minimum of $\Delta$ is therefore not the excitation gap. The mode has integrated weights $\int|u|^2=0.409$ and $\int|v|^2=0.591$. By (3), adding one quasiparticle $\gamma_{m\uparrow}^\dagger$ at fixed fields raises the spin-up number by $\int|u|^2$ and lowers the spin-down number by $\int|v|^2$, a net change of $0.409-0.591=-0.18$, so it is more hole than electron. This character belongs to the ring length, not to the barrier: for several lengths between 112 and 320 Å with the same barrier, $\int|u|^2$ of the lowest mode varies between 0.41 and 0.59, while its energy stays between 0.339 and 0.348 eV, always far above 0.188 eV. In (3), each of the two modes $\gamma_{m\uparrow}$ and $\gamma_{m\downarrow}$ contributes $|u_m|^2f_m+|v_m|^2(1-f_m)$ to the density of both spins together; this is the factor 2 in (2), and it is present also when no quasiparticle is excited. The partner of the mode, $(-v^*,u^*)$ as in (b), has energy $-0.348$ eV and is left out of the sums. The numerical check verifies the pairing by inserting the partner into (1), and tests the averages and the stationarity against an exact many-body calculation on three sites.

## Numbers as computed

```
Three-site tests (dimensionless energies)
many-body levels compared: 64, largest error 7.1e-15
largest error of density 4.2e-15, of pair average 2.3e-16
Zeeman case, two components: largest |E_i + E_-i| = 0.632
four components with spin mixing: partner residual 4.6e-15
zero modes in the tuned two-site case: 2
free-energy gradient at self-consistency 1.1e-10
free-energy gradient with pair field times 0.8: 0.0140
grand potential: mean field -1.56788, exact -1.99498
Ring parameters
length 120 angstrom, spacing 1.0 angstrom, sites 120
hopping hbar^2/(2 m a^2) = 3.8100 eV
g = 4.0 eV angstrom, mu = 0.50 eV, kT = 0.010 eV
barrier height 1.0 eV, width 2.0 angstrom
Uniform ring
iterations 50
density: real space 0.359249, momentum 0.359249 per angstrom
pair potential: real space 0.341211, momentum 0.341211 eV
Hartree field -0.71850 eV
lowest mode: index 11, k = 0.57596 per angstrom
  band energy 1.22932 eV, xi = 0.01083 eV
  E = 0.34138 eV
  integrated |u|^2 = 0.51586, |v|^2 = 0.48414
  integrated u v* = 0.49975
density in atomic units 0.190106 per bohr
pair potential in atomic units 0.012539 hartree
Ring with barrier
iterations 50
distance (angstrom), density (1/angstrom), pair potential (eV)
     0  0.04546  0.18783
     2  0.11606  0.29828
     4  0.33149  0.41086
     6  0.38698  0.31480
    10  0.37048  0.35760
    20  0.35865  0.34438
    60  0.35925  0.34119
ratio centre/far: density 0.1265, pair potential 0.5505
lowest excitation 0.34758 eV, partner -0.34758 eV
its integrated |u|^2 = 0.40852, |v|^2 = 0.59148
electrons on ring: uniform 43.1098, with barrier 41.4438
```
